# Oxygen tracer diffusivity and vacancy diffusivity in a memory oxide

Q: I want to estimate how fast oxygen vacancies rearrange in a resistive-memory film. Someone has annealed the oxide with labelled oxygen and extracted a diffusivity from the spreading label. Every vacancy hop is an oxygen hop in the opposite direction, so the two species must have the same diffusivity. May I put the tracer value into my vacancy equation?

A: Your premise is right, but the conclusion does not follow. The total numbers of hops are equal; the numbers of hops per particle are not. The tracer diffusivity describes the wandering of one oxygen, and the diffusivity of a rare vacancy describes the wandering of one vacancy, so we must ask who shares the hops.

Let the oxygen sites form a simple cubic lattice of spacing \(s\), as in an ideal fluorite oxide. A fraction \(c\) of these sites is vacant. A vacancy exchanges places with each neighbouring oxygen at rate \(w\). Vacancies interact only by excluding one another from a site, there is no field, and the label does not alter the hop rate. These assumptions hold until we relax them one by one.

Q: Then what is the vacancy diffusivity in this model?

A: An isolated vacancy makes \(6wt\) hops in time \(t\), each in an independent random direction. Cross terms average to zero, so its mean square displacement is \(6wt\,s^2\). Setting this equal to \(6D_vt\) gives
\[
D_v=ws^2 .
\]

The same number governs the spreading of a vacancy profile. Let \(v_i=1\) if site \(i\) is vacant and 0 otherwise, with mean \(c_i\). The net vacancy flow from \(i\) to a neighbour \(j\) is
\[
w\langle v_i(1-v_j)-v_j(1-v_i)\rangle=w(c_i-c_j),
\]
because the products \(v_iv_j\) cancel. Hence \(dc_i/dt=w\sum_j(c_j-c_i)\). For a smooth profile, the two neighbours along \(x\) contribute \(ws^2\,\partial^2c/\partial x^2\), and likewise for the other axes. This is Fick's law with \(D_v=ws^2\).

Q: And a labelled oxygen? It crosses the same barrier.

A: It does, but it needs a vacant neighbour first. Each of its six neighbours is vacant with probability \(c\), so its hop rate is \(6wc\), against \(6w\) for an isolated vacancy. If successive tracer hops were independent, its diffusivity would be \(cD_v\).

Here \(c\) is a site fraction. A concentration per volume must first be divided by the density of oxygen sites, \(1/s^3\).

Q: You said "if". Why should a random vacancy leave any memory in the tracer?

A: Look at the moment after a hop. The tracer has moved along \(+x\), and the vacancy that moved it is now directly behind it. That vacancy may undo the hop. Let the \(n\) hop vectors be \(\mathbf r_i\), each of length \(s\). Then
\[
\Big\langle\Big(\sum_i\mathbf r_i\Big)^2\Big\rangle
=ns^2\Big(1+2\sum_{m=1}^{\infty}\langle\cos\theta_m\rangle\Big)
\]
for large \(n\), where \(\theta_m\) is the angle between hops \(m\) places apart. Call the bracket \(f\), the correlation factor. With \(n=6wct\), dividing by \(6t\) gives
\[
D^*=f\,c\,ws^2=f\,c\,D_v,\qquad \frac{D^*}{D_v}=fc .
\]

For small \(c\), the next hop is either made by the same vacancy or by a fresh one arriving without directional preference. By symmetry about the hop axis, the mean next hop vector is \(t_c\) times the last one, where \(t_c=\langle\cos\theta_1\rangle\). Each further hop multiplies the mean by \(t_c\) again, so \(\langle\cos\theta_m\rangle=t_c^m\). Summing the geometric series,
\[
f=1+\frac{2t_c}{1-t_c}=\frac{1+t_c}{1-t_c}.
\]

Q: Everything now rests on \(t_c\). Can it be found without simulating the vacancy's return?

A: Yes. Measure the vacancy position \(\mathbf r\) from the tracer, in units of \(s\). Let \(h(\mathbf r)\) be the mean cosine of the next tracer hop caused by this vacancy, counted as zero if it never comes back. A vacancy stepping onto the tracer from \(+\hat x\) pulls it onward, cosine \(+1\); from \(-\hat x\) it pulls it back, cosine \(-1\); from the sides the cosine is 0. Considering one vacancy step, for \(\mathbf r\ne0\),
\[
h(\mathbf r)=\frac16\sum_{\mathbf e}h(\mathbf r+\mathbf e)
+\frac16\left(\delta_{\mathbf r,\hat x}-\delta_{\mathbf r,-\hat x}\right),
\]
where \(\mathbf e\) runs over the six unit steps and we set \(h(0)=0\), since a step onto the tracer ends the count.

Reflection in \(x\) reverses the sign of \(h\). It therefore vanishes on the plane \(x=0\), and \(h(\hat x)+h(-\hat x)=0\). The equation thus also holds at \(\mathbf r=0\), and the tracer site needs no special treatment.

Let \(G(\mathbf r)\) be the mean number of visits to \(\mathbf r\) by a free walk starting at the origin, with the start counted. It obeys
\[
G(\mathbf r)-\frac16\sum_{\mathbf e}G(\mathbf r+\mathbf e)=\delta_{\mathbf r,0}.
\]
Superposing two such solutions gives the decaying solution
\[
h(\mathbf r)=\frac16\left[G(\mathbf r-\hat x)-G(\mathbf r+\hat x)\right].
\]
The vacancy starts at \(-\hat x\), so
\[
t_c=h(-\hat x)=-\frac{G(0,0,0)-G(2,0,0)}6 .
\]

To evaluate \(G\), let the walk step at random times with total rate one. Each visit then lasts one time unit on average, so \(G\) is the time integral of the occupation probability. The three axes are independent, and a one-dimensional walk with rate \(1/6\) each way is at \(n\) with probability \(e^{-\tau/3}I_n(\tau/3)\), where \(I_n\) is the modified Bessel function. Thus
\[
G(n_x,n_y,n_z)=\int_0^\infty d\tau\,e^{-\tau}
I_{n_x}\!\left(\frac{\tau}{3}\right)I_{n_y}\!\left(\frac{\tau}{3}\right)I_{n_z}\!\left(\frac{\tau}{3}\right).
\]
The integrals give \(G(0,0,0)=1.516386\) and \(G(2,0,0)=0.257336\). Therefore
\[
t_c=-\frac{1.259050}{6}=-0.2098,\qquad
f=\frac{0.7902}{1.2098}=0.653 .
\]

Q: So a vacancy reverses about 21% of the tracer's hops?

A: Not quite: \(-t_c\) is the probability of a reversal minus that of an onward hop. Let \(p_b,p_o,p_s\) be the probabilities that the same vacancy next moves the tracer back, onward, or to any side. We need two more relations.

First, let \(R\) be their sum. A walk leaving the origin steps to a neighbour, and from there it returns with probability \(R\). The mean number of visits is \(G(0,0,0)=1+R+R^2+\cdots=1/(1-R)\), hence \(R=1-1/1.516386=0.3405\).

Second, replace the cosine by a score of 1 for arrival from \(\pm\hat x\) and \(-1/2\) for arrival from each side neighbour. The six scores sum to zero, so the mean expected score over the six starting neighbours is also zero, and the origin again needs no special treatment. Superposition gives
\[
p_b+p_o-\frac{p_s}{2}
=\frac{G(0,0,0)+G(2,0,0)-2G(1,1,0)}6=0.1852,
\]
with \(G(1,1,0)=0.331149\). Subtracting this from \(R\) leaves \(3p_s/2=0.1553\), so \(p_s=0.1035\) and \(p_b+p_o=0.2370\). Combined with \(p_b-p_o=0.2098\), this yields \(p_b=0.2234\) and \(p_o=0.0136\). With probability 0.6595 the vacancy never moves this tracer again.

Reversal therefore costs the tracer about 35% of the diffusivity it would have with independent hops. On this lattice with equal hop rates it cannot account for a slowdown by several powers of ten. That comes from \(c\).

Q: The argument moves quickly from one vacancy to a whole crystal. Has the product \(fc\) been tested?

A: In two ways. The first takes a periodic box of \(7\times7\times7=343\) sites with one vacancy and one tracer. The tracer diffusivity follows from the slowest decay rate of a long-wavelength tracer distribution, obtained by diagonalizing the full set of rate equations. This gives \(D^*/D_v=1.91836\times10^{-3}\). The formula gives \(1.91838\times10^{-3}\), with \(c\) replaced by \(1/342\), because the tracer occupies one site, and with \(G\) evaluated for the periodic box.

The second is a random simulation with 10 vacancies on 1000 sites. A tracer sees 10 vacancies on the 999 other sites, so here \(c=10/999\). Dividing \(D^*/D_v\) by this \(c\) gives 0.661, about 1% above the dilute value; the test allowed 4% for statistical error, finite observation time and finite \(c\). The measured tracer hop rate was 0.9999 times \(6wc\).

Q: What happens when vacancies are no longer rare?

A: With 200 vacancies on 1000 sites the simulation gives \(f=0.726\), with a statistical error near 0.01, so the memory weakens. The end point is clear: as \(c\to1\), a lone oxygen moves through an empty lattice, all its hops are independent, and \(f=1\). Then \(D^*=D_v\). Your identification is correct in that limit, which is far from any oxide.

The opposite extreme is a single row of sites. A vacancy behind the tracer returns with certainty, and it must return from behind. Then \(t_c=-1\) and \(f=0\): the tracer has no ordinary long-time diffusivity, although the vacancies still diffuse.

Q: Let me see the size of the effect in a memory film.

A: Take a 10 nm film with round parameters in the rough regime of near-stoichiometric hafnia, idealized as cubic fluorite: \(s=0.255\) nm, attempt frequency 10 THz per direction, migration barrier 0.70 eV, \(c=10^{-5}\), and an anneal at 600 K, where \(k_BT=0.0517\) eV. Then
\[
w=10^{13}\,\mathrm{s^{-1}}\,e^{-0.70/0.0517}
=1.32\times10^7\ \mathrm{s^{-1}} .
\]
A vacancy hops \(6w=7.9\times10^7\) times per second; an oxygen hops \(6wc=790\) times per second. The diffusivities are
\[
D_v=ws^2=8.58\times10^{-9}\ \mathrm{cm^2/s}
=8.58\times10^{-13}\ \mathrm{m^2/s},
\]
\[
D^*=0.653\times10^{-5}D_v=5.60\times10^{-14}\ \mathrm{cm^2/s}
=5.60\times10^{-18}\ \mathrm{m^2/s}.
\]
Their ratio is \(6.5\times10^{-6}\).

For a root-mean-square displacement \(L=10\) nm along the film normal, the time is \(L^2/(2D)\), ignoring the film surfaces. It is 58 µs for a vacancy and 8.9 s for a tracer. Putting \(D^*\) into your vacancy equation would overestimate the rearrangement time by a factor of \(1.5\times10^5\).

Q: I still find it odd. The vacancies have crossed the film, and they did it by moving oxygen. How can the oxygen have stayed where it was?

A: Count the hops. In the time \(L^2/(2D_v)\), the mean number of hops per oxygen is
\[
6wc\,\frac{L^2}{2ws^2}=3c\left(\frac Ls\right)^2=0.046 .
\]
A vacancy makes about 4600 hops while it spreads over 10 nm, but there are about \(10^5\) oxygens for each vacancy. Its long path is assembled from single steps of many different oxygens, much as an empty seat can cross a row while each person shifts by one place. A typical oxygen has not yet moved at all. The tracer must wait for many vacancy visits, and some of these cancel earlier ones.

Q: Does conservation of oxygen not require equal fluxes?

A: It does, and the fluxes are equal and opposite: \(\mathbf J_O=-\mathbf J_v=D_v\nabla n_v\), where \(n_v\) is the vacancy concentration. A large \(D_v\) multiplies the gradient of a small concentration. In a tracer experiment the total oxygen content is uniform, and labelled and unlabelled atoms merely change places. That process measures \(D^*\). A change in composition spreads with \(D_v\) in this model.

Q: Could I at least take the migration barrier from the temperature dependence of \(D^*\)?

A: That depends on what happens to \(c\). With a constant attempt frequency and constant \(f\), take the logarithm of \(D^*=fcws^2\) and differentiate:
\[
E^*=-\frac{d\ln D^*}{d(1/k_BT)}
=E_m-\frac{d\ln c}{d(1/k_BT)},
\]
where \(E_m\) is the migration barrier. If \(c\) is frozen and no vacancies are bound to traps, \(E^*=E_m\); binding to traps raises \(E^*\) even at fixed \(c\), because the free fraction then changes with temperature. If \(c\propto e^{-E_f/k_BT}\), the tracer gives \(E_m+E_f\), whereas \(D_v\) still gives \(E_m\).

With \(c\) held at \(10^{-5}\), cooling the example to 358 K lowers \(D_v\) to \(9.1\times10^{-13}\) cm²/s and \(D^*\) to \(5.9\times10^{-18}\) cm²/s. Both fall by the same factor, so equal activation energies do not show that the diffusivities are equal.

Q: Vacancies in hafnia can be charged. Does that spoil the relation?

A: It adds a third diffusivity. Suppose each vacancy has charge \(+2e\) and is compensated by nondegenerate mobile electrons, so \(n_e=2n_v\). At this density and temperature, that needs vacancy levels within roughly 0.1 eV of the conduction band. Levels 0.5 eV or more below it capture most of the electrons and leave the vacancies largely neutral. Vacancy levels in hafnia are generally reported as deep, so what follows shows how the coupling works and is not a prediction for hafnia; the migration barrier also depends on the charge state. Perturb the vacancy concentration by \(\delta n_v\) with wave number \(k\). Electrons much faster than vacancies stay in equilibrium with the potential \(\phi\), so \(\delta n_e=n_ee\phi/k_BT\). Poisson's equation, with permittivity \(\varepsilon\), is \(\varepsilon k^2\phi=e(2\delta n_v-\delta n_e)\). Inserting \(\delta n_e\) and solving,
\[
\frac{e\phi}{k_BT}=\frac{2\,\delta n_v}{n_e+\varepsilon k_BTk^2/e^2}.
\]
Diffusion and drift together relax the perturbation at the rate \(D_vk^2(1+2n_v e\phi/(k_BT\,\delta n_v))\). The effective diffusivity is therefore
\[
D_{\rm chem}=D_v\left[1+\frac{4n_v}{2n_v+\varepsilon k_BTk^2/e^2}\right].
\]
For long wavelengths it tends to \(3D_v\): the electrons screen most of the charge of the excess vacancies, but the remaining field still drives the vacancies apart. With relative permittivity 25 and \(k=\pi/L\), the factor is 1.29 for \(L=10\) nm and 3.00 for 1 µm. These values describe a cosine profile with no field at the film faces. If electrodes hold both faces at the same potential, their charge cancels much of the field, and the factor for the 10 nm film lies much closer to 1. A labelled oxygen in a uniform crystal creates no charge gradient and feels no such field.

Poisson's equation includes the average repulsion between vacancies, but not the correlations that repulsion creates in their positions. At the typical spacing \(n_v^{-1/3}=11.8\) nm, the repulsion of a pair is 0.02 eV without screening by carriers, about 0.4 of \(k_BT\). This is not negligible for their arrangement, although at that spacing it changes by only about \(0.01\,k_BT\) over one hop length. Vacancies that come much closer feel a larger change, which this treatment omits. The correlations also lower the long-wavelength factor itself: the Debye–Hückel estimate for point charges is \(3-\tfrac32\,l_B/\lambda_D\approx2.6\), with Bjerrum length \(l_B=1.11\) nm and screening length \(\lambda_D=4.44\) nm for vacancies and electrons together.

Q: And the label itself? Oxygen-18 is heavier.

A: Let the tracer exchange at rate \(w'\). After a hop, let \(A\) be the time-integrated probability that the vacancy is behind the tracer minus that it is ahead, up to their next exchange. Then \(t_c=-w'A\). The initial difference of one is removed partly by exchange, \(w'A\), and partly by the vacancy's other hops. The equations are linear, so the latter part is \(\kappa A\), with \(\kappa\) independent of \(w'\). Hence \(A=1/(w'+\kappa)\), and
\[
f'=\frac{1+t_c}{1-t_c}=\frac{\kappa}{\kappa+2w'},\qquad D^*=f'c\,w's^2 .
\]
Setting \(w'=w\) fixes \(\kappa=2wf/(1-f)\). If the attempt frequency carries the full inverse square root of the isotope mass, \(D^*\) is multiplied by 0.962. If other atoms share the motion, the reduction is smaller.

Q: How far would a real hafnia film be from this example?

A: Possibly far. The absolute diffusivities and times depend exponentially on the barrier, which can differ in a monoclinic or amorphous film. The ratio \(D^*/D_v\) depends chiefly on \(c\), which can be far above \(10^{-5}\) if the film is made deliberately oxygen-deficient. At \(c=0.01\), the simulated \(f=0.661\) gives \(D^*/D_v=0.0066\), still a factor of 150. One slow hop direction changes \(f\) modestly: raising the barrier along one axis by 0.1 eV at 600 K gives \(f=0.90\) along that axis and 0.53 along the other two, each relative to the vacancy diffusivity along the same axis. Two slow directions are different: the vacancy is then nearly confined to a row, and \(f\) along the easy axis falls toward the single-row value 0, roughly as the square root of the rate ratio, to about 0.05 for barriers 0.3 eV higher at 600 K. Traps matter too. If only a fraction \(p\) of the vacancies is free at any time, tracer hops are reduced by \(p\), and so is the average vacancy diffusivity; comparing \(D^*\) with the free-vacancy value then introduces an extra factor \(p\), apart from any change in \(f\). If the traps can fill, \(p\) depends on \(c\), and a vacancy profile in local equilibrium with them spreads with \(D_v\,d(pc)/dc\) instead of \(pD_v\). Grain boundaries can provide separate paths that this lattice does not describe.

A switching field also adds drift. The hop rates with and against the force become \(we^{\pm b}\), with \(b=2eFs/(2k_BT)\) for local field \(F\), so the drift velocity is \(2ws\sinh b\) instead of \(2wsb\). At 1 MV/cm and 600 K the excess over the linear law is 4%; it grows quickly at higher fields and lower temperatures. Local heating can matter far more, since \(w\) depends exponentially on temperature.

Q: Then what should I do with the tracer value I was given?

A: If the label spread by vacancy hops through the lattice, rather than along grain boundaries, use \(D_v=D^*/(fc)\), with \(c\) the vacant site fraction during that anneal. Drift in an applied field, or in the field of the vacancies' own charge, must be added separately to your vacancy equation. The value \(f=0.653\) belongs to the simple cubic lattice with equal hop rates; other structures need their own \(f\). If traps hold vacancies, the rule returns \(pD_v\), apart from any change in \(f\), and not the free-vacancy value or the coefficient for a profile. The result applies at the anneal temperature; to use it at another device temperature, you also need the migration barrier, and the trap binding energy and density if traps matter. If the assumed \(c\) is too large by some factor, \(D_v\) comes out too small by nearly the same factor. If \(c\) is unknown, the tracer value fixes only the product \(cD_v\), to within the factor \(f\), and you need an independent measurement of the vacancy content, or of \(D_v\) itself, before you can predict a rearrangement time. The numerical output below lists the values used here.

## Computed values

```
Green function 6w*g(0,0,0): 1.516386
Green function 6w*g(2,0,0): 0.257336
Green function 6w*g(1,1,0): 0.331149
mean cosine t: -0.209842
correlation factor f (c -> 0): 0.653109
same vacancy next reverses tracer, probability: 0.2234
same vacancy next pushes tracer on, probability: 0.0136
same vacancy next moves tracer sideways: 0.1035
same vacancy never returns, probability: 0.6595
propagated walk, mean cosine: -0.20979
7x7x7 box, D*/D_v from master equation: 1.918360e-03
7x7x7 box, D*/D_v from formula: 1.918376e-03
Monte Carlo f, 10 vacancies in 1000 sites: 0.661
Monte Carlo f, 200 vacancies in 1000 sites: 0.726
Monte Carlo hop rate/(6wc), 10 vacancies: 0.9999
site spacing: 0.255 nm; film: 10 nm
attempt frequency: 10 THz; barrier: 0.70 eV
vacant site fraction c: 1.0e-05
temperature: 600 K; kT: 0.0517 eV
exchange rate w per neighbour: 1.319e+07 1/s
vacancy hop rate 6w: 7.914e+07 1/s
oxygen hop rate 6wc: 7.914e+02 1/s
vacancy diffusivity: 8.577e-09 cm2/s = 8.577e-13 m2/s
tracer diffusivity: 5.602e-14 cm2/s = 5.602e-18 m2/s
ratio D*/D_v: 6.531e-06; inverse: 1.531e+05
vacancy time for 10 nm rms along normal: 58.29 us
tracer time for 10 nm rms along normal: 8.93 s
mean hops per oxygen in that vacancy time: 0.0461
vacancy diffusivity at 358 K: 9.094e-13 cm2/s
tracer diffusivity at 358 K, same c: 5.940e-18 cm2/s
one axis 0.1 eV higher, its rate ratio: 0.1446
  f along a fast axis: 0.5291
  f along the slow axis: 0.8958
oxygen-18 mass, D* multiplied by at least: 0.9618
finite-c relative shift of f, estimate: 5.5e-06
relative permittivity: 25
mean vacancy distance: 11.84 nm
bare vacancy repulsion there: 0.0195 eV
profile relaxation/D_v with electrons, 10 nm: 1.292
profile relaxation/D_v with electrons, 1 um: 2.999
drift over linear law at 1 MV/cm: 1.0410
```
